# Debugging a numerical check: Hard nonlocal projectors in reciprocal space need no larger FFT grid

```python
"""
Result under test: for a wavefunction made of plane waves inside a cutoff
sphere S, a separable nonlocal potential |beta> D <beta| acts exactly through
the components beta_G = <G|beta> with G in S. Components outside S and the FFT
grid play no part. Sampling beta on a real-space grid instead folds the
outside components into S, and only then does a hard projector need more points.

Symbols: a = cubic cell side, b = 2 pi / a, G = b * (integer triple),
sigma = Gaussian projector width, D = coupling energy, R = projector centre,
c = plane-wave coefficients, n = grid points per axis, m = largest index in S.
Local potential: -V0 * sum over axes of cos(b x). Energies are in eV,
lengths in metres inside the program.
"""
import itertools
import numpy as np
from scipy import sparse
from scipy.constants import hbar, m_e, e as charge

a = 0.5e-9
b = 2 * np.pi / a
volume = a**3
V0 = 3.0
R = np.array([0.03e-9, 0.02e-9, 0.01e-9])
models = {"hard": (10e-12, -150.0), "soft": (40e-12, -10.0)}
unit_kinetic = hbar**2 * b**2 / (2 * m_e) / charge
base_cutoff = 200.0


def sphere(cutoff):
    top = int(np.sqrt(cutoff / unit_kinetic)) + 1
    axis = np.arange(-top, top + 1)
    t = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
    return t[unit_kinetic * (t**2).sum(axis=1) <= cutoff]


def local_hamiltonian(t):
    """Kinetic energy plus the cosine potential as a direct convolution."""
    size, top = len(t), t.max() + 1
    lookup = -np.ones((2 * top + 1,) * 3, dtype=int)
    lookup[tuple((t + top).T)] = np.arange(size)
    kinetic = unit_kinetic * (t**2).sum(axis=1)
    h = sparse.diags(kinetic).tocsr()
    for axis, step in itertools.product(range(3), (-1, 1)):
        shifted = t.copy()
        shifted[:, axis] += step
        j = lookup[tuple((shifted + top).T)]
        ok = j >= 0
        h = h + sparse.csr_matrix(
            (np.full(ok.sum(), -V0 / 2), (np.arange(size)[ok], j[ok])),
            shape=(size, size))
    return h.tocsr(), kinetic


def projector(t, sigma, centre):
    """Analytic <G|beta> of a normalized Gaussian."""
    q2 = b**2 * (t**2).sum(axis=1)
    return ((4 * np.pi * sigma**2)**0.75 / np.sqrt(volume)
            * np.exp(-sigma**2 * q2 / 2) * np.exp(-1j * b * (t @ centre)))


def sampled_projector(t, sigma, centre, n):
    """<G|beta> when beta is known only at n**3 real-space points."""
    x = np.arange(n) * a / n
    factors = [sum(np.exp(-(x - s + k * a)**2 / (2 * sigma**2))
                   for k in range(-2, 3)) for s in centre]
    values = np.einsum("i,j,k->ijk", *factors) / (np.pi * sigma**2)**0.75
    return np.sqrt(volume) / n**3 * np.fft.fftn(values)[tuple((t % n).T)]


def to_grid(t, coefficients, n):
    box = np.zeros((n, n, n), dtype=complex)
    box[tuple((t % n).T)] = coefficients
    return np.fft.ifftn(box) * n**3 / np.sqrt(volume)


def ground_state(h, kinetic, beta, D):
    """Lowest eigenpair by a preconditioned subspace (Davidson) iteration."""
    new = 1.0 / (kinetic + 5.0)**2 + 0j
    V = np.zeros((len(new), 0), dtype=complex)
    HV = V.copy()
    for _ in range(100):
        for _ in range(2):
            new = new - V @ (V.conj().T @ new)
        new = new / np.linalg.norm(new)
        V = np.column_stack([V, new])
        HV = np.column_stack([HV, h @ new + D * beta * np.vdot(beta, new)])
        values, vectors = np.linalg.eigh(V.conj().T @ HV)
        c = V @ vectors[:, 0]
        residual = HV @ vectors[:, 0] - values[0] * c
        if np.linalg.norm(residual) < 1e-9:
            return values[0], c
        new = residual / (kinetic + 10.0)
    raise RuntimeError("eigensolver did not converge")


def continuous_overlap(t, c, sigma, centre):
    """Integral of beta * psi over space by Gauss-Hermite quadrature."""
    nodes, weights = np.polynomial.hermite.hermgauss(30)
    top = t.max()
    cube = np.zeros((2 * top + 1,) * 3, dtype=complex)
    cube[tuple((t + top).T)] = c
    index = np.arange(-top, top + 1)
    waves = [np.exp(1j * b * np.outer(s + np.sqrt(2) * sigma * nodes, index))
             for s in centre]
    psi = np.einsum("abc,ia,jb,kc->ijk", cube, *waves, optimize=True)
    total = np.einsum("ijk,i,j,k->", psi, weights, weights, weights,
                      optimize=True)
    return (total * (np.sqrt(2) * sigma)**3
            / (np.pi * sigma**2)**0.75 / np.sqrt(volume))


t = sphere(base_cutoff)
m = int(t.max())
h, kinetic = local_hamiltonian(t)
G_max = np.sqrt(2 * m_e * base_cutoff * charge) / hbar
rng = np.random.default_rng(7)
random_state = rng.normal(size=len(t)) + 1j * rng.normal(size=len(t))
random_state /= np.linalg.norm(random_state)

print(f"cell side: {a*1e9:.2f} nm")
print(f"local potential amplitude V0: {V0:.1f} eV")
print("projector centre:", np.round(R * 1e12, 3), "pm")
print(f"cutoff energy: {base_cutoff:.0f} eV")
print(f"cutoff wavenumber: {G_max*1e-9:.3f} nm^-1")
print(f"reciprocal unit b: {b*1e-9:.3f} nm^-1")
print(f"plane waves in sphere: {len(t)}, largest index m: {m}")

# What sets the grid: the density and the local potential.
lookup = {tuple(v): i for i, v in enumerate(t)}
K = np.array([2 * m, 0, 0])
direct = sum(np.conj(random_state[i]) * random_state[lookup[tuple(v + K)]]
             for i, v in enumerate(t) if tuple(v + K) in lookup)
density_error = {}
for n in (4 * m, 4 * m + 1):
    density = np.abs(to_grid(t, random_state, n))**2 * volume
    density_error[n] = abs(np.fft.fftn(density)[2 * m, 0, 0] / n**3 - direct)
assert density_error[4 * m + 1] < 1e-13 < 1e-5 < density_error[4 * m]

local_error = {}
exact_local = h @ random_state - kinetic * random_state
for n in (2 * m + 1, 2 * m + 2):
    cosine = np.cos(2 * np.pi * np.arange(n) / n)
    potential = -V0 * (cosine[:, None, None] + cosine[None, :, None]
                       + cosine[None, None, :])
    product = np.fft.fftn(potential * to_grid(t, random_state, n))
    result = product[tuple((t % n).T)] * np.sqrt(volume) / n**3
    local_error[n] = np.linalg.norm(result - exact_local)
assert local_error[2 * m + 2] < 1e-12 < 1e-3 < local_error[2 * m + 1]
for n, err in density_error.items():
    print(f"density coefficient error, n={n}: {err:.1e} (no unit)")
for n, err in local_error.items():
    print(f"local potential action error, n={n}: {err:.1e} eV")

small = 2 * m + 2
grids = (small, 16, 4 * m + 1, 32, 48, 64)
grid_error, energies = {}, {}
for name, (sigma, D) in models.items():
    beta = projector(t, sigma, R)
    energy, state = ground_state(h, kinetic, beta, D)
    energies[name] = energy
    dense = h.toarray() + D * np.outer(beta, beta.conj())
    assert abs(np.linalg.eigvalsh(dense)[0] - energy) < 1e-9

    # Total norm over all reciprocal vectors, and the part inside the sphere.
    line = np.arange(-200, 201)
    one_axis = (np.sqrt(4 * np.pi) * sigma / a
                * np.exp(-(sigma * b * line)**2).sum())
    assert abs(one_axis**3 - 1) < 1e-6
    inside = np.vdot(beta, beta).real
    edge = np.exp(-(sigma * G_max)**2 / 2)
    peak = 1 / (np.pi * sigma**2)**0.75
    filtered_peak = np.abs(beta).sum() / np.sqrt(volume)
    print(f"{name}: width {sigma*1e12:.0f} pm, D {D:.0f} eV")
    print(f"{name}: beta(G_max)/beta(0): {edge:.4f} (no unit)")
    print(f"{name}: norm inside sphere: {100*inside:.2f} percent")
    print(f"{name}: peak, full projector: {peak*1e-13.5 if False else peak*(1e-9)**1.5:.2f} nm^-3/2")
    print(f"{name}: peak, filtered: {filtered_peak*(1e-9)**1.5:.2f} nm^-3/2")

    # Sphere sum and filtered small-grid sum against the continuous integral.
    for c in (random_state, state):
        integral = continuous_overlap(t, c, sigma, R)
        in_sphere = np.vdot(beta, c)
        filtered = (volume / small**3
                    * np.vdot(to_grid(t, beta, small), to_grid(t, c, small)))
        assert abs(in_sphere - integral) < 1e-10
        assert abs(filtered - integral) < 1e-10
    raw = np.vdot(sampled_projector(t, sigma, R, small), state)
    print(f"{name}: |p| continuous integral: {abs(integral):.8f}")
    print(f"{name}: |p| sphere sum: {abs(in_sphere):.8f}")
    print(f"{name}: |p| filtered, n={small}: {abs(filtered):.8f}")
    print(f"{name}: |p| unfiltered, n={small}: {abs(raw):.8f}")

    # Sampling folds the outside components into the sphere.
    folded = sum(projector(t + small * np.array(k), sigma, R)
                 for k in itertools.product(range(-6, 7), repeat=3))
    assert np.abs(folded - sampled_projector(t, sigma, R, small)).max() < 1e-10

    # Force from in-sphere components against a finite difference.
    p = np.vdot(beta, state)
    dp = np.vdot(beta, 1j * b * t[:, 0] * state)
    force = -2 * D * (np.conj(p) * dp).real
    step = np.array([1e-13, 0, 0])
    plus, minus = (ground_state(h, kinetic, projector(t, sigma, R + s), D)[0]
                   for s in (step, -step))
    numeric = -(plus - minus) / (2 * step[0])
    assert abs(force - numeric) < 1e-4 * abs(force)
    print(f"{name}: force x, sphere sum: {force*1e-9:.5f} eV/nm")
    print(f"{name}: force x, finite difference: {numeric*1e-9:.5f} eV/nm")

    print(f"{name}: lowest eigenvalue, reciprocal: {energy:.6f} eV")
    for n in grids:
        sampled = sampled_projector(t, sigma, R, n)
        grid_energy = ground_state(h, kinetic, sampled, D)[0]
        grid_error[name, n] = grid_energy - energy
        print(f"{name}: real-space error, n={n}: "
              f"{1e3*grid_error[name, n]:.2e} meV")

assert abs(grid_error["hard", small]) > 1e-2
assert abs(grid_error["hard", 4 * m + 1]) > 1e-3
assert abs(grid_error["soft", small]) < abs(grid_error["hard", small]) / 100
assert all(abs(grid_error[name, 64]) < 1e-8 for name in models)

# The genuine cost of hardness: convergence with the cutoff energy.
series = {name: [energies[name]] for name in models}
for cutoff in (400.0, 800.0, 1600.0):
    t_big = sphere(cutoff)
    h_big, kinetic_big = local_hamiltonian(t_big)
    for name, (sigma, D) in models.items():
        series[name].append(ground_state(
            h_big, kinetic_big, projector(t_big, sigma, R), D)[0])
    print(f"cutoff {cutoff:.0f} eV: {len(t_big)} waves, hard "
          f"{series['hard'][-1]:.6f} eV, soft {series['soft'][-1]:.6f} eV")
drop = {name: values[0] - values[-1] for name, values in series.items()}
for name in models:
    assert np.all(np.diff(series[name]) < 1e-9)
    print(f"{name}: drop from 200 to 1600 eV: {1e3*drop[name]:.4f} meV")
assert drop["hard"] > 1e-3 and drop["hard"] > 10 * drop["soft"]

print("no test failed")
```

Output of this version:

```
  File "check.py", line 176
    (peak*1e-13.5 if False else peak*(1e-9)**1.5)
     ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
SyntaxError: f-string: invalid syntax. Perhaps you forgot a comma?
```

The author's reading of the failure: The program had a syntax error: the line printing the peak of the full projector held a leftover conditional expression containing the malformed number 1e-13.5, so Python stopped before any test ran. That line now prints the peak directly, converted to nm^-3/2 by the same factor as the filtered peak. The overlap lines also now say that they carry no unit. The physics, the tested quantities, the cases and the tolerances are unchanged.

Diff:

```diff
@@ -8,5 +8,6 @@
 Symbols: a = cubic cell side, b = 2 pi / a, G = b * (integer triple),
 sigma = Gaussian projector width, D = coupling energy, R = projector centre,
-c = plane-wave coefficients, n = grid points per axis, m = largest index in S.
+c = plane-wave coefficients, n = grid points per axis, m = largest index in S,
+p = <beta|psi>.
 Local potential: -V0 * sum over axes of cos(b x). Energies are in eV,
 lengths in metres inside the program.
@@ -169,11 +170,12 @@
     inside = np.vdot(beta, beta).real
     edge = np.exp(-(sigma * G_max)**2 / 2)
-    peak = 1 / (np.pi * sigma**2)**0.75
-    filtered_peak = np.abs(beta).sum() / np.sqrt(volume)
+    to_nm = (1e-9)**1.5
+    peak = to_nm / (np.pi * sigma**2)**0.75
+    filtered_peak = to_nm * np.abs(beta).sum() / np.sqrt(volume)
     print(f"{name}: width {sigma*1e12:.0f} pm, D {D:.0f} eV")
     print(f"{name}: beta(G_max)/beta(0): {edge:.4f} (no unit)")
     print(f"{name}: norm inside sphere: {100*inside:.2f} percent")
-    print(f"{name}: peak, full projector: {peak*1e-13.5 if False else peak*(1e-9)**1.5:.2f} nm^-3/2")
-    print(f"{name}: peak, filtered: {filtered_peak*(1e-9)**1.5:.2f} nm^-3/2")
+    print(f"{name}: peak, full projector: {peak:.2f} nm^-3/2")
+    print(f"{name}: peak, filtered: {filtered_peak:.2f} nm^-3/2")
 
     # Sphere sum and filtered small-grid sum against the continuous integral.
@@ -186,8 +188,8 @@
         assert abs(filtered - integral) < 1e-10
     raw = np.vdot(sampled_projector(t, sigma, R, small), state)
-    print(f"{name}: |p| continuous integral: {abs(integral):.8f}")
-    print(f"{name}: |p| sphere sum: {abs(in_sphere):.8f}")
-    print(f"{name}: |p| filtered, n={small}: {abs(filtered):.8f}")
-    print(f"{name}: |p| unfiltered, n={small}: {abs(raw):.8f}")
+    print(f"{name}: |p| continuous integral: {abs(integral):.8f} (no unit)")
+    print(f"{name}: |p| sphere sum: {abs(in_sphere):.8f} (no unit)")
+    print(f"{name}: |p| filtered, n={small}: {abs(filtered):.8f} (no unit)")
+    print(f"{name}: |p| unfiltered, n={small}: {abs(raw):.8f} (no unit)")
 
     # Sampling folds the outside components into the sphere.
```

After the repair:

```
cell side: 0.50 nm
local potential amplitude V0: 3.0 eV
projector centre: [30. 20. 10.] pm
cutoff energy: 200 eV
cutoff wavenumber: 72.453 nm^-1
reciprocal unit b: 12.566 nm^-1
plane waves in sphere: 799, largest index m: 5
density coefficient error, n=20: 6.6e-03 (no unit)
density coefficient error, n=21: 3.1e-17 (no unit)
local potential action error, n=11: 6.8e-01 eV
local potential action error, n=12: 1.1e-14 eV
hard: width 10 pm, D -150 eV
hard: beta(G_max)/beta(0): 0.7692 (no unit)
hard: norm inside sphere: 21.00 percent
hard: peak, full projector: 423.78 nm^-3/2
hard: peak, filtered: 36.55 nm^-3/2
hard: |p| continuous integral: 0.09826660 (no unit)
hard: |p| sphere sum: 0.09826660 (no unit)
hard: |p| filtered, n=12: 0.09826660 (no unit)
hard: |p| unfiltered, n=12: 0.03077579 (no unit)
hard: force x, sphere sum: -2.59643 eV/nm
hard: force x, finite difference: -2.59642 eV/nm
hard: lowest eigenvalue, reciprocal: -2.798461 eV
hard: real-space error, n=12: 7.11e+02 meV
hard: real-space error, n=16: 1.85e+02 meV
hard: real-space error, n=21: 7.57e+01 meV
hard: real-space error, n=32: -1.14e-01 meV
hard: real-space error, n=48: -3.67e-04 meV
hard: real-space error, n=64: 1.11e-10 meV
soft: width 40 pm, D -10 eV
soft: beta(G_max)/beta(0): 0.0150 (no unit)
soft: norm inside sphere: 99.92 percent
soft: peak, full projector: 52.97 nm^-3/2
soft: peak, filtered: 50.92 nm^-3/2
soft: |p| continuous integral: 0.58383710 (no unit)
soft: |p| sphere sum: 0.58383710 (no unit)
soft: |p| filtered, n=12: 0.58383710 (no unit)
soft: |p| unfiltered, n=12: 0.58383294 (no unit)
soft: force x, sphere sum: -5.24599 eV/nm
soft: force x, finite difference: -5.24598 eV/nm
soft: lowest eigenvalue, reciprocal: -4.250654 eV
soft: real-space error, n=12: 4.72e-02 meV
soft: real-space error, n=16: 2.92e-07 meV
soft: real-space error, n=21: 8.88e-13 meV
soft: real-space error, n=32: -1.78e-12 meV
soft: real-space error, n=48: -3.55e-12 meV
soft: real-space error, n=64: -6.22e-12 meV
cutoff 400 eV: 2301 waves, hard -3.045516 eV, soft -4.250784 eV
cutoff 800 eV: 6403 waves, hard -3.305153 eV, soft -4.250784 eV
cutoff 1600 eV: 18037 waves, hard -3.427420 eV, soft -4.250784 eV
hard: drop from 200 to 1600 eV: 628.9589 meV
soft: drop from 200 to 1600 eV: 0.1305 meV
no test failed
```
